# Complex-Contour Integration of Equilibrium Green Functions near Narrow Magnetic Resonances

## Scaling of the two quadratures

The occupation of an orbital is a dimensionless number, obtained by integrating a spectral density over energy. Suppose the integrand contains a resonance of full width \(\Gamma\), narrower than every other energy scale, inside a band of width \(D\). A grid of spacing \(h\) on the real axis can resolve it only according to the ratio \(\Gamma/h\). A fixed tolerance therefore demands \(h=\Gamma/C\), with \(C\) depending on the tolerance, and the number of points has the form

\[
N_{\rm direct}\sim C\,\frac{D}{\Gamma}.
\]

If the path is moved to a height \(\Delta\gg\Gamma\) above the real axis, its distance from the resonance is set by \(\Delta\). The corresponding estimate contains \(D/\Delta\), and \(\Gamma\) drops out. It remains to find the terms created by moving the path, to bound the errors, and to determine \(C\).

## The quantity and the model

Consider one spin, with a real symmetric one-electron Hamiltonian \(H\), collinear magnetization and frozen mean-field levels. For a site with amplitudes \(\psi_m\) in the eigenstates of energy \(E_m\),

\[
G(z)=\sum_m\frac{|\psi_m|^2}{z-E_m},\qquad
-\frac1\pi{\rm Im}\,G(E+i0)=\sum_m|\psi_m|^2\delta(E-E_m).
\]

Multiplying by \(f(E)=[e^{(E-\mu)/kT}+1]^{-1}\) and integrating gives

\[
n=-\frac1\pi\,{\rm Im}\int_{E_B}^{\infty}G(E+i0)f(E)\,dE, \tag{1}
\]

where \(E_B\) lies below the spectrum. We set \(\mu=0\).

The model is a chain: lead, magnetic interface site, barrier site, magnetic interface site, lead. It represents one transverse wave vector of a tunnel junction with parallel magnetizations. The leads have hopping \(t\) and band centre \(c\). Removing the first site of a semi-infinite lead leaves an identical lead, so its end-site Green function obeys \(g=1/(y-t^2g)\), with \(y=z-c\). Hence \(t^2g^2-yg+1=0\), and the root that behaves as \(1/y\) at large \(y\) is

\[
g=\frac{y-\sqrt{y-2t}\,\sqrt{y+2t}}{2t^2}.
\]

With lead coupling \(v\), interface level \(\varepsilon\), barrier level \(\varepsilon_B\) and interface–barrier coupling \(w\), define \(a=z-\varepsilon-v^2g\). Eliminating the far interface and then the barrier gives

\[
G=\frac{1}{a-\dfrac{w^2}{z-\varepsilon_B-w^2/a}} .
\]

The antisymmetric combination of the interface orbitals does not touch the barrier and has its resonance at \(a=0\). The symmetric one obeys \(a=2w^2/(z-\varepsilon_B)\), so it is shifted by about \(2w^2/(\varepsilon-\varepsilon_B)\).

## Moving the path

The function \(G\) is analytic for \({\rm Im}\,z>0\), but \(f\) has poles where \(e^{z/kT}=-1\):

\[
z_\nu=i(2\nu-1)\pi kT .
\]

Near such a pole \(e^{z/kT}\simeq-[1+(z-z_\nu)/kT]\), so \(f\simeq-kT/(z-z_\nu)\) and the residue is \(-kT\).

Choose \(\Delta=2\pi PkT\) with integer \(P\). An arc runs from \(E_B\) to \(-\gamma+i\Delta\), and a horizontal line continues to \(\infty+i\Delta\). Traversing the real axis to the right and returning along this path encloses the first \(P\) poles counterclockwise. The closing segment at large positive energy vanishes because \(f\) decays exponentially. Therefore

\[
\int_{E_B}^{\infty}Gf\,dE-\int_{\rm arc+line}Gf\,dz
=2\pi i\sum_{\nu=1}^{P}(-kT)G(z_\nu),
\]

and (1) becomes

\[
n=-\frac1\pi{\rm Im}\int_{\rm arc+line}Gf\,dz
+2kT\sum_{\nu=1}^{P}{\rm Re}\,G(z_\nu). \tag{2}
\]

The last sign follows from \({\rm Im}(-2\pi i kT\,G)=-2\pi kT\,{\rm Re}\,G\), multiplied by \(-1/\pi\).

The height \(\Delta\) lies midway between two poles. Since \(e^{i\Delta/kT}=e^{2\pi iP}=1\), we have \(f(x+i\Delta)=f(x)\) there, a positive real function. It can serve as the weight of a Gauss rule, leaving only the smooth \(G\) to be approximated.

To build the rule, let \(p_k\) be the polynomials orthonormal under this weight. Multiplication by \(x\) takes the form

\[
xp_k=b_{k+1}p_{k+1}+a_kp_k+b_kp_{k-1},
\]

which is a tridiagonal matrix. Truncate it to an \(N\times N\) matrix \(J\). If \(W\) is the total weight, the moment \(\int f x^k dx\) equals \(W(J^k)_{00}\) for \(k\le2N-1\), because reaching the first omitted row and returning takes \(2N\) steps. The eigenvalues of \(J\) are thus the nodes, and \(W\) times the squared first eigenvector components are the weights. The rule is exact through degree \(2N-1\). The arc uses ordinary Gauss–Legendre points in its angle.

## An error bound that does not contain the width

The line is cut at \({\rm Re}\,z=45kT\), where \(f\simeq e^{-45}\simeq3\times10^{-20}\), so the omitted tail is negligible and both quadrature intervals are finite. Map a quadrature interval to \(-1\le s\le1\), and let \(F(s)\) be analytic inside the ellipse \(s=(u+1/u)/2\), \(|u|=\rho>1\), with \(|F|\le M\). Its Chebyshev coefficients are contour integrals of \(F\,u^{-k-1}\) over \(|u|=\rho\) and obey \(|a_k|\le2M\rho^{-k}\). Dropping all terms with \(k\ge2N\) costs at most \(2M\rho^{-2N}/(1-\rho^{-1})\) at any point. The Gauss rule integrates the retained polynomial exactly and has positive weights, so the dropped part enters once in the integral and once in the sum:

\[
|{\rm error}|\le\frac{4WM\rho^{-2N}}{1-\rho^{-1}} . \tag{3}
\]

The eigenstate sum gives \(|G(z)|\le1/d(z)\), where \(d(z)\) is the distance from \(z\) to the real spectrum. Around the line one can choose an ellipse that stays above the real axis, and around the arc a neighbourhood that avoids the spectrum. Then \(M\) and \(\rho\) have values that hold for all \(\Gamma\), including \(\Gamma\to0\), provided that no state moves below \(E_B\). The bound shows that the number of points stays finite as \(\Gamma\to0\). It is far from sharp, however, and does not predict the small counts found below.

On the arc \({\rm Re}\,z\le-\gamma\). For \(\gamma=25kT\), \(f\) differs from one by about \(e^{-25}=1.4\times10^{-11}\) at most, so its own poles are irrelevant at a tolerance of \(10^{-8}\).

The pole sum involves no quadrature error, but its length depends on temperature: at fixed height, \(P=\Delta/(2\pi kT)\). As \(T\to0\) the pole spacing \(2\pi kT\) becomes a differential, and

\[
2kT\sum_\nu{\rm Re}\,G(z_\nu)\to
\frac1\pi\int_0^\Delta{\rm Re}\,G(iy)\,dy .
\]

For an isolated resonance this integrand is \(-\varepsilon/[(y+\Gamma/2)^2+\varepsilon^2]\). If both \(|\varepsilon|\) and \(\Gamma\) are small, a narrow feature returns near \(y=0\). The insensitivity to \(\Gamma\) is therefore a finite-temperature result for resonances at the Fermi level.

## The constant for direct integration

A fair direct grid should not be burdened by the square roots at the band edges. Put \(E=c-2t\cos\theta\), \(0<\theta<\pi\). The retarded root is then \(g=-e^{i\theta}/t\): it satisfies the quadratic equation and has negative imaginary part. The resonance width is

\[
\Gamma=-2\,{\rm Im}(v^2g)=\frac{2v^2\sin\theta_0}{t},
\]

with \(\theta_0\) the angle at the resonance. Since \(G(-\theta)=G(\theta)^*\) for real \(\theta\), the integrand of (1) is even and periodic, and

\[
n=-\frac1{2\pi i}\int_{-\pi}^{\pi}F(\theta)\,d\theta,\qquad
F=2t\sin\theta\,G f .
\]

Take \(M\) midpoint angles in \((0,\pi)\), equivalent to \(2M\) on the full circle. If \(F=\sum_kF_ke^{ik\theta}\), the grid cannot distinguish \(k=\pm2M,\pm4M,\ldots\) from a constant, apart from a sign. The leading error in \(n\) has magnitude \(|F_{2M}|\) when resonance poles dominate.

To find \(F_{2M}\), shift its Fourier integral into the lower half of the \(\theta\) plane, where \(e^{-2iM\theta}\) decays. With \(x=e^{i\theta}\), the condition \(a=0\) reads

\[
c-t\left(x+\frac1x\right)-\varepsilon+\frac{v^2}{t}x=0,
\]

or, after multiplication by \(x\),

\[
\left(\frac{v^2}{t}-t\right)x^2+(c-\varepsilon)x-t=0 .
\]

For a complex-conjugate pair the product of the roots is \(|x|^2\), so

\[
|x|^2=\frac{1}{1-v^2/t^2}.
\]

Each pole contributes \(|x|^{-2M}=(1-v^2/t^2)^M\) times its weight and \(|f(z_p)|\), where \(z_p\) is the complex pole energy. The factor \(2t\sin\theta=dE/d\theta\) cancels when the residue is taken in \(\theta\). To leading order in the couplings the two resonances have weights \(1/2\) each. Adding them in phase, with their mirror poles at \(-{\rm Re}\,\theta\), gives the envelope

\[
|\delta n|\lesssim2|f(z_p)|\left(1-\frac{v^2}{t^2}\right)^M,
\]

\[
M\simeq\frac{\ln[2|f(z_p)|/{\rm tol}]}{-\ln(1-v^2/t^2)}
\simeq\frac{2t\sin\theta_0}{\Gamma}\ln\frac{2|f(z_p)|}{\rm tol}. \tag{4}
\]

The last form uses \(v^2/t^2=\Gamma/(2t\sin\theta_0)\ll1\). This confirms the scaling argument and supplies its constant. Fermi poles also limit the grid; for a resonance near \(\mu\), law (4) requires roughly \(\Gamma/2<\pi kT\).

## Worked example

Take \(T=300\) K, \(kT=25.852\) meV, \(t=1.5\) eV and \(c=-0.5\) eV, so the band extends from \(-3.5\) to \(2.5\) eV. The minority level is at 10 meV and the majority level at \(-1.99\) eV. The barrier has \(\varepsilon_B=4\) eV and \(w=0.05\) eV. The path starts at \(E_B=-4.5\) eV.

For \(\Gamma=1\) meV, \(v=27.588\) meV and \(v^2/t^2=3.383\times10^{-4}\). With \(2|f(z_p)|\simeq0.81\) and tolerance \(10^{-8}\), law (4) gives

\[
M\simeq\frac{\ln(8.1\times10^7)}{3.383\times10^{-4}}
\simeq5.4\times10^4 .
\]

The measured requirement is 53,347 points, a local spacing of 0.174 meV at the resonance. The counts for four widths, with all other parameters and the tolerance fixed, are:

| \(\Gamma\) (meV) | Contour | Uniform in \(\theta\) | Adaptive |
|---:|---:|---:|---:|
| 100 | 22 | 523 | 483 |
| 10 | 22 | 5,087 | 777 |
| 1 | 22 | 53,347 | 1,071 |
| 0.1 | 22 | 529,997 | 1,575 |

The contour uses 6 poles, 10 arc points and 6 line points in every row, at height \(\Delta=0.975\) eV. The uniform counts come from a bisection that stops at a bracket of about 1% and tests four nearby grids at each step. The error oscillates with \(M\) and the two resonances beat, so a few larger grids still miss the tolerance, by up to a factor of 1.5: as far as \(M=530\) at 100 meV, 5,221 at 10 meV and about 535,000 at 0.1 meV. The counts are therefore good to about 3%, and their last digits carry no meaning. They passed a test requiring agreement with (4) within 20%; the largest deviation is about 5%.

The columns do not measure identical tasks. The contour and uniform counts are the sizes at which the tolerance is reached when the answer is known, whereas the adaptive count includes the cost of estimating its own error. The adaptive routine was told both resonance energies, and its actual errors were below \(10^{-12}\), far smaller than requested. It grows slowly because bisection needs a number of levels proportional to \(\ln(1/\Gamma)\). The large factor of about 2,400 at 1 meV is thus a gain over a uniform grid; against this adaptive calculation the ratio is about 49. At tolerance \(10^{-4}\) the contour needs 14 points and the uniform grid 24,726.

The three parts of (2) for the minority spin at \(\Gamma=1\) meV are

\[
n_\downarrow=0.311500+0.185369-0.086431=0.410438,
\]

for arc, line and poles respectively. The pole term can be estimated by hand. The two resonances are 1.253 meV apart, with mean energy \(\bar\varepsilon=9.37\) meV. Since \({\rm Re}\,G(iy)\simeq-\bar\varepsilon/y^2\) at the poles,

\[
2kT\sum_{\nu=1}^{6}{\rm Re}\,G(z_\nu)\simeq
-\frac{2\bar\varepsilon}{\pi^2kT}
\sum_{\nu=1}^{6}\frac1{(2\nu-1)^2}
\simeq-0.0735\times1.192=-0.088 .
\]

Its sign is negative because the level lies above \(\mu\). Omitting it would give an occupation near 0.497.

An independent calculation diagonalized the chain with 600 sites in each lead and summed \(|\psi_m|^2f(E_m)\). It gave 0.410438156, against 0.410438161 from 22 points. With 5 poles, 100 arc points and 30 line points, the contour agreed with diagonalization within \(10^{-10}\) for all four widths. Finite leads suffice even though their levels, about 15 meV apart near \(\mu\), are spaced more widely than the three narrower resonances: at the first Fermi pole, reflection from a lead end is reduced by approximately \(\exp[-2(600)\pi kT/(2t\sin\theta_0)]\sim e^{-33}\).

The majority occupation is 0.999893, giving a spin moment of 0.5895 Bohr magnetons on the interface orbital. This is the moment of one orbital at one transverse wave vector, not that of an atom.

## Broadening as a substitute for resolution

Replacing \(E+i0\) by \(E+i\eta\) makes a direct grid easier, but it changes the integral. For a wide band, let \(G=1/(z-\varepsilon+i\lambda)\) with \(\lambda=\eta+\Gamma/2\). Send \(P\to\infty\) in (2) and \(E_B\to-\infty\). The left quarter of the distant path, where \(f=1\) and \(G\simeq1/z\), contributes \(1/2\); the right quarter contributes zero. With \(y_\nu=(2\nu-1)\pi kT\),

\[
n=\frac12+2kT\sum_{\nu=1}^{\infty}
{\rm Im}\frac1{y_\nu+\lambda+i\varepsilon}.
\]

The series \(\sum_{m\ge0}1/(m+s)\) equals \(-\psi(s)\) plus a divergent real constant, where \(\psi\) is the digamma function. The constant has no imaginary part, hence

\[
n=\frac12-\frac1\pi{\rm Im}\,
\psi\!\left(\frac12+\frac{\lambda+i\varepsilon}{2\pi kT}\right).
\]

For \(\lambda\to0\), \({\rm Im}\,\psi(1/2+iq)=(\pi/2)\tanh\pi q\) recovers \(f(\varepsilon)\).

In the full model, \(\eta=1\) meV raises \(n_\downarrow\) by 0.0018 and \(\eta=10\) meV by 0.0156. These values include the spectral tail that broadening pushes below \(E_B\); an integral started at \(E_B\) would miss 0.0007 of the second. The digamma values, averaged over the two resonances, passed a test at \(10^{-3}\). The remaining differences are \(8\times10^{-4}\) at \(\eta=1\) meV and \(7\times10^{-4}\) at 10 meV. They come mainly from the real level shift \(-v^2\cos\theta_0/t=0.086\) meV, omitted from the formula: multiplied by the unbroadened response 9.26 per eV, it gives \(8\times10^{-4}\), and broadening lowers the response. A finer grid cannot remove the error due to \(\eta\).

## Bias, self-consistency and real junctions

Equation (2) needs one chemical potential. With different lead distributions \(f_L\) and \(f_R\), the left interface occupation is

\[
n_L=\int\frac{dE}{2\pi}\,\Gamma(E)
\left[|G_{LL}|^2f_L+|G_{LR}|^2f_R\right],
\]

apart from the barrier state near 4 eV, which is empty here. Each squared modulus contains a retarded and an advanced factor, with singularities on opposite sides of the real axis. Adding and subtracting \(f_R\) in the first term gives

\[
n_L=n_{\rm eq}(\mu_R)+
\int\frac{dE}{2\pi}\,\Gamma|G_{LL}|^2(f_L-f_R).
\]

The first part can use the contour; the second, when integrated directly along the real axis, must resolve the resonances inside the bias window.

The parameters are illustrative and not fitted to a particular material. The 1 meV width is a chosen narrow case; real widths vary with wave vector and interface structure. Real devices break the assumption of a sharp, fixed level in equilibrium. Within the model, a 0.1 V bias split equally between the leads, with levels held fixed, changes \(n_\downarrow\) by \(+0.19\) at the interface beside the lead with the higher chemical potential. Raising the level by 50 meV changes it by \(-0.32\), and averaging over a uniform transverse dispersion of \(\pm100\) meV by \(+0.04\). A rough phonon half-width of 24 meV changes it by \(+0.03\) and far exceeds the assumed \(\Gamma\). A spin-flip coupling of 50 meV between interface levels 2 eV apart gives spin mixing of order \((0.05/2)^2\simeq6\times10^{-4}\). It also raises the minority level by about \(0.05^2/2\) eV \(=1.25\) meV, which matters more: with the response of 9.26 per eV, \(n_\downarrow\) changes by about \(-0.01\). These estimates dwarf a quadrature error of \(5\times10^{-9}\).

Self-consistency deserves separate care. Suppose the potential shifts the level by \(Un_\downarrow\), with a rough \(U=1\) eV, and take 10 meV as the converged level, with this shift already included. Near the solution, plain iteration multiplies an error by \(U\,dn_\downarrow/d\varepsilon=-9.26\), and it diverges. Mixing in a fraction \(\alpha\) of the new potential changes the factor to \(1-10.26\alpha\), so local convergence requires \(0<\alpha<0.195\). This applies to one wave vector; averaging over a dispersing resonance changes the response. The contour supplies an accurate occupation at each step, but it does not stabilize the iteration. The numerical output below lists the quantities used here.

## Values computed for the example and the checks

```
temperature 300 K, kT = 25.8520 meV
lead hopping 1.5 eV, band -3.5 to 2.5 eV
interface-barrier coupling 0.05 eV, barrier level 4.0 eV
minority level 0.01 eV, majority level -1.990 eV
path start E_B = -4.5 eV, gamma = 0.6463 eV
resonance pair splitting 1.253 meV
point counts, minority occupation, tolerance 1e-8 electron:
 Gamma 100 meV: contour 22 = 6 poles + 10 arc + 6 line, error 3.5e-09
   uniform 523 (pole law 536), adaptive 483 (error 1.6e-15)
 Gamma 10 meV: contour 22 = 6 poles + 10 arc + 6 line, error 4.5e-09
   uniform 5087 (pole law 5369), adaptive 777 (error 1.9e-14)
 Gamma 1 meV: contour 22 = 6 poles + 10 arc + 6 line, error 4.6e-09
   uniform 53347 (pole law 53816), adaptive 1071 (error 2.0e-14)
 Gamma 0.1 meV: contour 22 = 6 poles + 10 arc + 6 line, error 4.6e-09
   uniform 529997 (pole law 538294), adaptive 1575 (error 3.1e-13)
example Gamma = 1 meV: lead coupling v = 27.588 meV
path height Delta = 0.9746 eV
minority arc part  +0.311500109 electron
minority line part +0.185369445 electron
minority pole part -0.086431394 electron
minority occupation 0.410438161, diagonalization 0.410438156
majority occupation 0.999892806, diagonalization 0.999892806
interface moment 0.58945465 Bohr magneton (spin only)
uniform grid spacing at resonance 0.1741 meV
tolerance 1e-4: contour 14 points, uniform 24726 points
broadening eta 1 meV changes minority n by +0.001807 (digamma n 0.41306)
broadening eta 10 meV changes minority n by +0.015631 (digamma n 0.42676)
neglected effects (rough inputs), change of minority occupation:
 bias 0.1 V, levels held fixed: +0.1894
 phonon half-width 24.4 meV (lambda 0.3): +0.0312
 level shift +50 meV: -0.3166
 transverse dispersion +-100 meV: +0.0444
spin-orbit 50 meV: spin mixing about 6.3e-04
response -dn/dlevel = 9.259 per eV; times 1 eV interaction = 9.26
```
